# Thermal Noise of a Saturated Long-Channel Transistor from Weak to Strong Inversion, part 2

We seek $\delta=G_n/G_{ms}$ in saturation for an n-channel transistor of width $W$ and long channel length $L$. With $I$ the mean current and $S$ the one-sided spectral density of its thermal fluctuation,

$$
G_n=\frac{S}{4k_BT},\qquad G_{ms}=-\frac{\partial I}{\partial V_S},
$$

the latter at fixed gate, drain and body potentials. The algebra uses $e=1$, so $k_BT$ equals the thermal voltage $U$; $e$ is restored for engineering units.

The coordinate $x$ runs from source ($0$) to drain ($L$). The mobility $\mu$ is constant and the electrons are non-degenerate. $Q>0$ is the magnitude of the inversion charge per area ($Q_s$ at the source), $C_{ox}$ the oxide capacitance per area, and $\psi$ the surface potential measured from the neutral body. The quasi-Fermi potential $V$ equals $V_S$ and $V_D$ at the contacts; $V_{DS}=V_D-V_S$. The gate, flat-band and pinch-off voltages are $V_G$, $V_{FB}$ and $V_P$.

The depletion charge has magnitude $Q_b=\Gamma C_{ox}\sqrt\psi$, with body factor $\Gamma$. The linear charge law $dQ=-nC_{ox}\,d\psi$ replaces $1+\Gamma/(2\sqrt\psi)$ by a constant slope factor $n$. The normalized charge $q$, with end values $q_s$ and $q_d$, is defined by $Q=2nUC_{ox}\,q$.

Earlier results:

$$
I=g\frac{dV}{dx},\quad g=\mu WQ,\qquad
I\,dx=-I_{spec}L(2q+1)\,dq,
$$

$$
2q+\ln q=\frac{V_P-V}{U},\qquad
G_{ms}=\frac{\mu W}{L}Q_s=G_{spec}q_s,\qquad G_{spec}=\frac{I_{spec}}U .
$$

$$
I_{spec}=2n\mu C_{ox}\frac WL U^2,
$$

$$
I=I_{spec}\left[(q_s^2+q_s)-(q_d^2+q_d)\right].
$$

$$
I=\frac{\mu W}{L}\int_{V_S}^{V_D}Q(V)\,dV .
$$

In saturation $q_d\to0$, and the inversion coefficient is $IC=I/I_{spec}=q_s^2+q_s$, so

$$
q_s=\frac{\sqrt{1+4IC}-1}{2},
\qquad
\frac{UG_{ms}}{I}=\frac1{q_s+1}.
$$

Drift and diffusion then carry channel-averaged current shares $q_s/(q_s+1)$ and $1/(q_s+1)$, and the gate transconductance is $G_m=G_{ms}/n$.

The local noise source $i_n(x)$ has spectral density $4Ug(x)\,\delta_D(x-x')$, where $\delta_D$ is the Dirac delta function. Its effect at the terminals is still to be found.

## Transfer to the terminals

A local source disturbs the quasi-Fermi potential by $\delta V(x)$ and the current by $\delta I$. At low frequency no charge accumulates in the channel, so $\delta I$ is the same at every $x$. The disturbed current law is

$$
I+\delta I=g(V+\delta V)\frac{d(V+\delta V)}{dx}+i_n .
$$

Expand to first order in the disturbance and subtract the mean current:

$$
\delta I=g\frac{d\,\delta V}{dx}+\frac{dg}{dV}\,\delta V\frac{dV}{dx}+i_n .
$$

At fixed gate potential and constant mobility, $g$ depends on position through $V(x)$ alone. Thus $(dg/dV)(dV/dx)=dg/dx$, and the first two terms combine:

$$
\delta I=\frac{d}{dx}(g\,\delta V)+i_n .
$$

The second term of the expansion accounts for the change of carrier number caused by the disturbance. It must be kept, since without it the derivative would not be complete.

Integrate from source to drain. The terminal potentials are fixed, so $\delta V=0$ at both ends and the total derivative contributes nothing:

$$
L\,\delta I=\int_0^L i_n(x)\,dx .
$$

Every part of the channel has the same transfer factor $1/L$ per unit length. This is a property of the present model. If the mobility depends on the field along the channel, $g$ is no longer a function of $V$ alone, and the step fails. A mobility set by the vertical field is still a function of $V$ at fixed gate potential, and the factor $1/L$ survives.

The terminal spectral density is

$$
S=\frac1{L^2}\int_0^L\!\!\int_0^L4Ug(x)\,\delta_D(x-x')\,dx\,dx'
=\frac{4U}{L^2}\int_0^Lg(x)\,dx .
$$

Division by $4k_BT=4U$ gives

$$
G_n=\frac{\mu W}{L^2}\int_0^LQ\,dx=G_{spec}\langle q\rangle,
\qquad
\langle q\rangle=\frac1L\int_0^Lq\,dx .
$$

The noise conductance measures the mean charge in the channel, while the source transconductance measures the charge at the source. Their ratio is

$$
\delta=\frac{\langle q\rangle}{q_s}.
$$

The noise problem is now a question about the shape of the charge profile.

## The ratio at any drain bias

To average over $x$, change the variable to $q$ with $dx=-(I_{spec}L/I)(2q+1)\,dq$. The minus sign again reverses the limits:

$$
\langle q\rangle=\frac{I_{spec}}{I}\int_{q_d}^{q_s}(2q^2+q)\,dq
=\frac{\tfrac23(q_s^3-q_d^3)+\tfrac12(q_s^2-q_d^2)}
{(q_s^2+q_s)-(q_d^2+q_d)} .
$$

The denominator factors as $(q_s-q_d)(q_s+q_d+1)$. The numerator also contains $q_s-q_d$, because

$$
q_s^3-q_d^3=(q_s-q_d)(q_s^2+q_sq_d+q_d^2),
$$

$$
q_s^2-q_d^2=(q_s-q_d)(q_s+q_d).
$$

Cancel the common factor, multiply numerator and denominator by 6, and divide by $q_s$:

$$
\frac{G_n}{G_{ms}}=
\frac{4(q_s^2+q_sq_d+q_d^2)+3(q_s+q_d)}
{6q_s(q_s+q_d+1)} .
$$

At zero drain-source voltage, $q_d=q_s$. The numerator is $12q_s^2+6q_s$ and the denominator is $12q_s^2+6q_s$, so the ratio is 1. This is Nyquist's result for a channel in equilibrium: the charge is uniform, and $G_{ms}$ is then the channel conductance.

## The saturated law

Set $q_d=0$ and write $q$ for $q_s$:

$$
\delta=\frac{4q^2+3q}{6q(q+1)}=\frac{4q+3}{6(q+1)} .
$$

Since $4q+3=4(q+1)-1$, this is also

$$
\delta=\frac23-\frac1{6(q+1)} .
$$

The inversion coefficient gives $q+1=(1+\sqrt{1+4IC})/2$, hence

$$
\boxed{\;\delta=\frac23-\frac{1}{3\left(1+\sqrt{1+4IC}\right)}\;}
$$

The derivative with respect to charge is

$$
\frac{d\delta}{dq}=\frac1{6(q+1)^2}>0 ,
$$

and $IC=q^2+q$ increases with $q$. The ratio therefore rises steadily with inversion level. For small and large $IC$,

$$
\delta\approx\frac12+\frac{IC}{6},\qquad
\delta\approx\frac23-\frac1{6\sqrt{IC}} .
$$

The values $1/2$ and $2/3$ are limits and are not reached at any finite, non-zero current. The value halfway between them, $7/12$, requires $6(q+1)=12$. This gives $q=1$ and $IC=2$, where drift and diffusion have equal shares of the current.

Within the linear charge model, the ratio can also be found from two quantities that are accessible at the terminals. Since $UG_{ms}/I=1/(q+1)$,

$$
\delta=\frac23-\frac16\,\frac{UG_{ms}}I .
$$

## What sets the two limits

In saturation, integrating the current from a point $x$ to the drain gives the profile

$$
q(x)^2+q(x)=IC\left(1-\frac xL\right).
$$

In weak inversion the linear term dominates, and the charge falls along a straight line, as diffusion at constant current requires. Its mean is half its value at the source. In strong inversion the square dominates, so $q=q_s\sqrt{1-x/L}$, and

$$
\frac{\langle q\rangle}{q_s}=\int_0^1\sqrt{1-\xi}\,d\xi=\frac23 .
$$

Between the limits, the law can be written as

$$
\delta=\frac23\left(\frac q{q+1}\right)+\frac12\left(\frac1{q+1}\right).
$$

The weights are the channel-averaged shares of drift and diffusion in the current.

## Weak inversion and shot noise

Compare the noise with $2I$, the full shot noise for $e=1$. In saturation,

$$
\frac S{2I}=\frac{4UG_{spec}\,\delta q}{2I_{spec}(q^2+q)}
=\frac{2\delta}{q+1}=\frac{4q+3}{3(q+1)^2}.
$$

This tends to 1 as $q\to0$. The thermal formula and the shot-noise formula then describe the same fluctuation, so adding them would count it twice.

The result extends to any drain bias in weak inversion. The profile is a straight line from $q_s$ to $q_d$, so $\langle q\rangle=(q_s+q_d)/2$ and

$$
S=4UG_{spec}\frac{q_s+q_d}{2}=2I_{spec}(q_s+q_d).
$$

The mean current is the difference $I_{spec}(q_s-q_d)$, while the noise is the sum of the shot noise of two opposing currents. In saturation one of them vanishes. That is why the ratio to $G_{ms}$ falls from 1 to $1/2$.

## A worked example

Take a silicon n-channel transistor at 300 K, where $U=0.02585$ V. The oxide is 4.0 nm thick, the length is 2000 nm and the width 10000 nm. The mobility is 300 cm²/Vs, the body doping $4\times10^{17}$ cm⁻³ and the intrinsic density $10^{10}$ cm⁻³. These are rough values.

With a relative permittivity of 3.9, the oxide capacitance is 0.863 µF/cm². The body factor is $\Gamma=\sqrt{2e\varepsilon_{si}N_A}/C_{ox}=0.422$ V$^{1/2}$, where $N_A$ is the doping and $\varepsilon_{si}$ the silicon permittivity, 11.7 times that of vacuum. Twice the Fermi potential is $2\phi_F=2U\ln(N_A/n_i)=0.905$ V, with $n_i$ the intrinsic density. The slope factor, evaluated at that surface potential, is

$$
n=1+\frac{0.422}{2\sqrt{0.905}}=1.222 .
$$

The specific current $2n\mu C_{ox}(W/L)U^2$ is 2.115 µA. At $IC=10$ the drain current is 21.15 µA, and

$$
q=\frac{\sqrt{41}-1}{2}=2.702,\qquad
\delta=\frac{4(2.702)+3}{6(3.702)}=0.622 .
$$

The conductances are

$$
G_{ms}=\frac{2.115\ \mu\text{A}}{0.02585\ \text V}\times2.702=221\ \mu\text S,
$$

$$
G_n=0.622\times221\ \mu\text S=137\ \mu\text S .
$$

The noise density $4k_BTG_n$ is $2.28\times10^{-24}$ A²/Hz, or 1.51 pA/√Hz as an amplitude. It is 0.336 of full shot noise. Relative to the gate transconductance, $G_m=G_{ms}/n=181$ µS, the noise ratio is $n\delta=0.760$.

The drain voltage needed for saturation follows from the charge law, $2q_d+\ln q_d=2q_s+\ln q_s-V_{DS}/U$, solved numerically. With the source and gate held fixed, $G_n/G_{ms}$ is 0.748 at $V_{DS}=0.1$ V, 0.635 at 0.2 V and 0.622 at 0.3 V. To first order in $q_d$, the general formula gives

$$
\frac{G_n}{G_{ms}}\approx\delta\left(1+\frac{q_d}{IC}\right),
$$

so the remaining excess is small once $q_d\ll q_s$.

## The error of the linear charge law

The relations $G_{ms}=(\mu W/L)Q_s$ and $G_n=(\mu W/L^2)\int Q\,dx$ did not need linear charge. Insert $dx=(\mu WQ/I)\,dV$ into the second, and use $I=(\mu W/L)\int Q\,dV$:

$$
\delta=\frac{\int Q^2\,dV}{Q_s\int Q\,dV}.
$$

The integrals run from source to drain. To evaluate them with the full depletion charge, solve

$$
V_G-V_{FB}=\psi+\Gamma\sqrt{\psi+Ue^{(\psi-2\phi_F-V)/U}}
$$

for $\psi$. The square root comes from integrating Poisson's equation once through the depth, with acceptor and electron charge included and small terms at the neutral edge dropped. With the inversion layer treated as a thin sheet, its charge is what remains after subtracting the depletion part, $Q/C_{ox}=V_G-V_{FB}-\psi-\Gamma\sqrt\psi$.

The table compares both models at equal source charge. The last column was found by numerical root-finding for $\psi$ and Simpson integration over $V$.

| $IC$ | $q$ | linear charge | full charge |
|---:|---:|---:|---:|
| 0.01 | 0.0099 | 0.5016 | 0.5017 |
| 0.1 | 0.0916 | 0.5140 | 0.5143 |
| 1 | 0.618 | 0.5637 | 0.5647 |
| 10 | 2.702 | 0.6216 | 0.6222 |
| 100 | 9.512 | 0.6508 | 0.6494 |

The largest difference among these levels is 0.0014 in $\delta$. The last column changes two things at once: the depletion charge, and the relation between $V$ and $Q$, which now follows from Poisson's equation. At $IC=1$ the square-root depletion charge alone moves $\delta$ by 0.0002 of the 0.0011 shown. The last column is itself a sheet approximation. Integrating the electron density over depth instead gives 0.5016, 0.5141, 0.5641, 0.6216 and 0.6490, so its digits move by up to 0.0006 and the largest difference from the linear law becomes 0.0018. With constant mobility, the ratio at $IC=100$ is still visibly below $2/3$, as the slow correction $1/(6\sqrt{IC})$ implies.

## Real devices and the limits of the model

The example's parameters are roughly those of 180 nm-class CMOS, but its channel is about eleven times longer than 180 nm. One assumption at risk in shorter devices is constant mobility up to any speed. In the model the speed is $I/(WQ)=\mu U\,IC/(Lq)$, which diverges as $q\to0$ at the drain. With a rough saturation velocity $v_{sat}=10^7$ cm/s, the speed is too high over the last 0.4% of the channel. Keeping enough drain charge to carry the current at $v_{sat}$ raises $\delta$ by about 0.4% of its value, by the first-order formula above. This estimate omits carrier heating and the change of mobility along the channel. The mean drift field, $2Uq/L$, is 2.1% of $v_{sat}/\mu$ here. At fixed $IC$ and mobility it scales as $1/L$ and would be about 23% at 180 nm, where the present law should not be trusted without a new calculation.

At any length, the mobility also falls with the vertical field, which is larger at the source than at the drain. Since $g$ remains a function of $V$, the ratio becomes $\delta=\int g^2\,dV/(g_s\int g\,dV)$, with $g_s$ the value at the source. Take the effective field $E=(Q_b+Q/2)/\varepsilon_{si}$, which falls from 0.42 to 0.38 MV/cm along the example's channel, and the rough law $\mu\propto1/[1+(E/0.9\ \text{MV/cm})^{1.85}]$. At the source charges of the table, the full-charge value rises from 0.622 to 0.626 for $IC=10$ and from 0.649 to 0.668 for $IC=100$; the weaker law $\mu\propto E^{-0.3}$ gives 0.659 for the latter. The value $2/3$ is therefore an upper limit of the constant-mobility model, not of real devices.

Degeneracy has a small effect on the ratio in this example. For one two-dimensional subband, $q/q_b=\ln(1+e^\eta)$, where $\eta$ is the Fermi level above the subband edge in units of $U$ and $q_b$ is set by the density of states. The factor $2+1/q$ in $dV$ then becomes $2+d\eta/dq$, with

$$
\frac{d\eta}{dq}=\frac{1}{q_b\left(1-e^{-q/q_b}\right)} .
$$

The local Nyquist formula is retained. With two valleys of in-plane mass 0.19 electron masses, numerical integration at the same source charge, $q=2.702$, gives $\delta=0.6224$ instead of 0.6216. The current is then about 1.5% higher, and at $IC=10$ the value is 0.6221.

Temperature enters through the inversion level. If the current and $n$ are held fixed and $\mu\propto T^{-3/2}$, then $I_{spec}\propto T^{1/2}$. At 400 K the example has $IC=8.66$ and $\delta=0.619$.

The formula describes thermal noise in a window of frequency. At high frequency the channel charge no longer follows without delay. The continuity equation $\partial q/\partial t=\mu U\,\partial^2(q^2+q)/\partial x^2$, linearized about the saturated profile, gives the source-to-drain delay $\tau=(L^2/\mu U)\int_0^1\xi(1-\xi)/(2q+1)\,d\xi$, with $\xi=x/L$ and $q$ the local charge. In weak inversion this tends to the diffusion time $L^2/(6\mu U)$. In the example $1/(2\pi\tau)\approx770$ MHz; at 200 MHz the drain current lags by about 15° and the drain noise has risen by about 1.4%. At low frequency, trapping in the oxide adds flicker noise. A simple number-fluctuation model gives a gate-voltage density

$$
S_{V_G}=\frac{e^2k_BTN_t\lambda}{WLC_{ox}^2f},
$$

where $f$ is frequency, $N_t$ the trap density per volume and energy, and $\lambda$ the tunnelling depth. For the rough values $N_t=10^{17}$ cm⁻³eV⁻¹ and $\lambda=0.1$ nm, $G_m^2S_{V_G}$ equals the thermal density at about 60 kHz. This treats the trapped charge as a uniform shift of gate voltage. Traps that are uncorrelated along the saturated channel raise the flicker density by the factor $IC\ln(1+2q)/(2q^2)=1.27$ and move the crossing to about 80 kHz. Below that frequency the total measured noise would exceed the thermal part by more than a factor of two, and $\delta$ would describe the thermal part alone.
